**One-point Brillouin-zone average in a simple cubic crystal**

For lattice constant a, the point k\* = (π/2a)(1,1,1) annihilates the star sums A(k) = Σ exp(ik·R) of (100), (110) and (111), while A₂₀₀(k\*) = −6. The program asserts these values from explicit sums over lattice vectors, and uses symbolic algebra to confirm that the first three conditions force every cos(kᵢa) to vanish. It also asserts the identity A₂₀₀ = A₁₀₀² − 2A₁₁₀ − 6 at random wave vectors. The example is a tight-binding model with rough SrTiO₃-like parameters, whose closed-form filled-band energy is checked against diagonalization. The output shows a one-point error of −0.286 eV per cell, against +7.42 eV at Γ; the (200) and (220) stars account for all but about 0.003 eV of the former. With σ bonding and oxygen–oxygen hopping included, the error at k\* grows to −0.95 eV per cell. These errors are measured against dense-mesh averages of the same models, not against experiment.

## Program and output

```python
# Result under test: in a simple cubic crystal the point k* = (pi/2a)(1,1,1)
# makes the star sums A(k) = sum_R exp(i k.R) vanish for the stars (100), (110)
# and (111), whereas A_200(k*) = -6. The first three conditions fix k* up to
# signs and reciprocal vectors, and force A_200 = -6.
# Symbols: a = lattice constant, R = a*(n1,n2,n3), theta = k*a (dimensionless),
# f = filled-band energy per cell, f_R = zone average of f*exp(-i k.R).
# Example: p-d tight-binding model with rough SrTiO3-like parameters.
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const

a_nm = 0.39
separation = 3.2       # eV, d level minus p level
t_pi = 1.2             # eV, p-d pi hopping
v_sigma = -2.2         # eV, p-d sigma hopping
pp_sigma, pp_pi = 0.4, -0.1   # eV, oxygen-oxygen hopping
xi = 0.02              # eV, titanium d spin-orbit constant
expansion = 1.0e-5     # 1/K, linear thermal expansion
T_low, T_high = 300.0, 400.0  # K

k_star = np.full(3, np.pi / (2 * a_nm))   # 1/nm
theta_star = k_star * a_nm


def star(n):
    members = set()
    for p in itertools.permutations(n):
        for s in itertools.product((1, -1), repeat=3):
            members.add(tuple(x * y for x, y in zip(p, s)))
    return np.array(sorted(members))


def star_sum(n, theta):
    return np.exp(1j * star(n) @ theta).sum()


# --- order of the stars and their values at k* ---
reps = [n for n in itertools.product(range(5), repeat=3)
        if n[0] >= n[1] >= n[2] and any(n)]
reps.sort(key=lambda n: (sum(x * x for x in n), n))
assert reps[:4] == [(1, 0, 0), (1, 1, 0), (1, 1, 1), (2, 0, 0)]
lengths = [sum(x * x for x in n) for n in reps[:5]]
assert all(x < y for x, y in zip(lengths, lengths[1:]))
values = {n: star_sum(n, theta_star) for n in reps}
for n in reps[:3]:
    assert abs(values[n]) < 1e-12
assert abs(values[(2, 0, 0)] + 6) < 1e-12
for n in reps:
    all_even = all(x % 2 == 0 for x in n)
    rule = len(star(n)) * (-1) ** (sum(n) // 2) if all_even else 0
    assert abs(values[n] - rule) < 1e-11

# --- cosine forms and the identity that ties (200) to shorter stars ---
rng = np.random.default_rng(4)
for theta in rng.uniform(-np.pi, np.pi, (20, 3)):
    c = np.cos(theta)
    A1, A2, A3, A4 = [star_sum(n, theta) for n in reps[:4]]
    assert abs(A1 - 2 * c.sum()) < 1e-11
    assert abs(A2 - 4 * (c[0]*c[1] + c[1]*c[2] + c[2]*c[0])) < 1e-11
    assert abs(A3 - 8 * c.prod()) < 1e-11
    assert abs(A4 - 2 * np.cos(2 * theta).sum()) < 1e-11
    assert abs(A4 - (A1**2 - 2 * A2 - 6)) < 1e-10

# --- uniqueness: the three conditions imply c_i**3 = 0 for each cosine ---
x, y, z = sp.symbols("x y z")
ideal = sp.groebner([x + y + z, x*y + y*z + z*x, x*y*z], x, y, z)
assert all(ideal.contains(v**3) for v in (x, y, z))


# --- filled-band energy of the simple model, both spins ---
def simple_energy(theta, t=t_pi):
    s2 = np.sin(theta / 2) ** 2
    total = 0
    for i, j in ((0, 1), (1, 2), (2, 0)):
        total = total - 2 * np.sqrt(separation**2 / 4
                                    + 4 * t**2 * (s2[..., i] + s2[..., j]))
    return total


def mesh(n):
    g = 2 * np.pi * np.arange(n) / n
    return np.stack(np.meshgrid(g, g, g, indexing="ij"), -1).reshape(-1, 3)


def coefficient(f, theta, n):
    return np.mean(f * np.cos(theta @ np.array(n)))


# --- 14 orbitals: d(xy,yz,zx,3z2-r2,x2-y2), then p(x,y,z) on 3 oxygens ---
def hamiltonian(theta, vs, vp, ps, pp):
    H = np.zeros((len(theta), 14, 14), complex)
    d_index = {(0, 1): 0, (1, 2): 1, (0, 2): 2}
    r3 = np.sqrt(3) / 2
    weights = [(-0.5, r3), (-0.5, -r3), (1.0, 0.0)]
    for i in range(3):
        phase = 2j * np.sin(theta[:, i] / 2)
        for j in range(3):
            if j != i:
                d = d_index[tuple(sorted((i, j)))]
                H[:, d, 5 + 3*i + j] = phase * vp
        for e in range(2):
            H[:, 3 + e, 5 + 3*i + i] = phase * vs * weights[i][e]
    for i, j in ((0, 1), (0, 2), (1, 2)):
        for si, sj in itertools.product((1, -1), repeat=2):
            u = np.zeros(3)
            u[i], u[j] = si / np.sqrt(2), sj / np.sqrt(2)
            block = np.outer(u, u) * (ps - pp) + pp * np.eye(3)
            ph = np.exp(0.5j * (si * theta[:, i] + sj * theta[:, j]))
            H[:, 5+3*i:8+3*i, 5+3*j:8+3*j] += ph[:, None, None] * block
    H = H + H.conj().transpose(0, 2, 1)
    H += np.diag([separation / 2] * 5 + [-separation / 2] * 9)
    return H


full = (v_sigma, t_pi, pp_sigma, pp_pi)


def full_bands(theta):
    return np.linalg.eigvalsh(hamiltonian(np.atleast_2d(theta), *full))


def full_energy(theta):
    return 2 * full_bands(theta)[:, :9].sum(axis=1)


# closed form against diagonalization; six p bands stay flat in this limit
sample = rng.uniform(-np.pi, np.pi, (20, 3))
pi_only = np.linalg.eigvalsh(hamiltonian(sample, 0.0, t_pi, 0.0, 0.0))
flat = 2 * 6 * (-separation / 2)
assert np.allclose(2 * pi_only[:, :9].sum(1), simple_energy(sample) + flat,
                   atol=1e-10)

# --- one-point estimate for the simple model ---
points = mesh(32)
f = simple_energy(points)
mean = f.mean()
assert abs(mean - simple_energy(mesh(24)).mean()) < 1e-7
at_star = simple_energy(theta_star)
at_gamma = simple_energy(np.zeros(3))
error, gamma_error = at_star - mean, at_gamma - mean
f_R = {n: coefficient(f, points, n) for n in reps[:4] + [(2, 2, 0)]}
lead = values[(2, 0, 0)].real * f_R[(2, 0, 0)]
second = values[(2, 2, 0)].real * f_R[(2, 2, 0)]
assert abs(error - lead) < 0.2 * abs(error)
assert abs(error - lead - second) < abs(error - lead)
assert abs(error) < 0.1 * abs(gamma_error)
assert abs(f_R[(1, 1, 1)]) < 1e-10

# --- full p-d model: symmetry, gap, error ---
th = np.array([0.4, 1.1, 2.3])
images = np.array([np.array(s) * th[list(p)]
                   for p in itertools.permutations(range(3))
                   for s in itertools.product((1, -1), repeat=3)])
assert np.ptp(full_energy(images)) < 1e-9
copies = np.array(list(itertools.product((1, -1), repeat=3))) * theta_star
assert np.ptp(full_energy(copies)) < 1e-9
points16 = mesh(16)
bands16 = full_bands(points16)
f16 = 2 * bands16[:, :9].sum(1)
full_mean = f16.mean()
# aliasing falls exponentially with mesh size; 5 meV covers the 12-mesh
assert abs(full_mean - full_energy(mesh(12)).mean()) < 5e-3
gap = bands16[:, 9].min() - bands16[:, 8].max()
assert gap > 0
full_error = full_energy(theta_star)[0] - full_mean
full_gamma_error = full_energy(np.zeros(3))[0] - full_mean
assert abs(full_error) < 0.2 * abs(full_gamma_error)
full_111 = coefficient(f16, points16, (1, 1, 1))
full_200 = coefficient(f16, points16, (2, 0, 0))
assert abs(full_111) > 1e-4

# --- spin-orbit coupling, with d orbitals written as traceless tensors ---
Q = np.zeros((5, 3, 3))
for m, (i, j) in enumerate(((0, 1), (1, 2), (2, 0))):
    Q[m, i, j] = Q[m, j, i] = 1 / np.sqrt(2)
Q[3] = np.diag([-1, -1, 2]) / np.sqrt(6)
Q[4] = np.diag([1, -1, 0]) / np.sqrt(2)
G = np.zeros((3, 3, 3), complex)
for i, j, k in ((0, 1, 2), (1, 2, 0), (2, 0, 1)):
    G[i, j, k], G[i, k, j] = -1j, 1j
L = np.array([[[np.trace(Q[m] @ (g @ Q[n] - Q[n] @ g)) for n in range(5)]
               for m in range(5)] for g in G])
assert np.allclose(sum(l @ l for l in L), 6 * np.eye(5))
assert np.allclose(L[0] @ L[1] - L[1] @ L[0], 1j * L[2])
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
so = np.zeros((28, 28), complex)
so[:10, :10] = xi * sum(np.kron(l, s / 2) for l, s in zip(L, pauli))


def spin_orbit_energy(theta):
    H = hamiltonian(np.atleast_2d(theta), *full)
    H2 = np.einsum("nij,ab->niajb", H, np.eye(2)).reshape(-1, 28, 28)
    return np.linalg.eigvalsh(H2 + so)[:, :18].sum(axis=1)


points8 = mesh(8)
error_so = spin_orbit_energy(theta_star)[0] - spin_orbit_energy(points8).mean()
error_no = full_energy(theta_star)[0] - full_energy(points8).mean()
so_change = error_so - error_no
assert abs(so_change) < 0.1 * abs(full_error)

# --- temperature of use ---
stretch = 1 + expansion * (T_high - T_low)
t_hot = t_pi * stretch ** -4
hot_mean = simple_energy(points, t_hot).mean()
hot_error = simple_energy(theta_star, t_hot) - hot_mean
kT = const.k * T_high / const.e
excitation = np.exp(-gap / (2 * kT))
assert excitation < 1e-6

print(f"lattice constant a = {a_nm:.2f} nm")
print(f"each component of k* = {k_star[0]:.4f} 1/nm")
for n in reps[:4] + [(2, 2, 0)]:
    length = np.sqrt(sum(q * q for q in n))
    print(f"star {n}: |R|/a = {length:.4f}, members = {len(star(n))}, "
          f"A(k*) = {round(values[n].real, 8) + 0.0:.4f}")
print(f"p-d separation = {separation:.2f} eV")
print(f"p-d pi hopping t = {t_pi:.2f} eV")
print("simple model, six electrons per cell, both spins:")
print(f"f(k*) = {at_star:.4f} eV")
print(f"dense-mesh average f_0 = {mean:.4f} eV")
print(f"f(Gamma) = {at_gamma:.4f} eV")
print(f"error at k* = {error:.4f} eV")
print(f"error at k* relative to |f_0| = {100*abs(error/mean):.2f} percent")
print(f"error at Gamma = {gamma_error:.4f} eV")
for n, v in f_R.items():
    print(f"coefficient f_{n} = {round(v, 8) + 0.0:.5f} eV")
print(f"(200) contribution -6 f_200 = {lead:.4f} eV")
print(f"(220) contribution +12 f_220 = {second:.4f} eV")
print(f"error left after both stars = {error-lead-second:.4f} eV")
print("full p-d model, 18 electrons per cell:")
print(f"p-d sigma hopping = {v_sigma:.2f} eV")
print(f"p-p sigma, pi hopping = {pp_sigma:.2f}, {pp_pi:.2f} eV")
print(f"band gap = {gap:.3f} eV")
print(f"error at k* = {full_error:.4f} eV")
print(f"error at Gamma = {full_gamma_error:.4f} eV")
print(f"coefficient f_111 = {full_111:.5f} eV")
print(f"coefficient f_200 = {full_200:.5f} eV")
print(f"(200) contribution = {-6*full_200:.4f} eV")
print(f"spin-orbit constant = {xi:.3f} eV")
print(f"spin-orbit change of error at k* = {so_change:.2e} eV")
print("temperature of use:")
print(f"temperatures compared = {T_low:.0f}, {T_high:.0f} K")
print(f"linear expansion coefficient = {expansion:.1e} 1/K")
print(f"hopping t at upper temperature = {t_hot:.4f} eV")
print(f"change of simple-model average = {hot_mean-mean:.4f} eV")
print(f"change of error at k* = {hot_error-error:.5f} eV")
print(f"k_B T at upper temperature = {kT:.5f} eV")
print(f"excitation factor exp(-gap/2kT) = {excitation:.2e}")
print("done: every assertion held")
```

It prints:

```
lattice constant a = 0.39 nm
each component of k* = 4.0277 1/nm
star (1, 0, 0): |R|/a = 1.0000, members = 6, A(k*) = 0.0000
star (1, 1, 0): |R|/a = 1.4142, members = 12, A(k*) = 0.0000
star (1, 1, 1): |R|/a = 1.7321, members = 8, A(k*) = 0.0000
star (2, 0, 0): |R|/a = 2.0000, members = 6, A(k*) = -6.0000
star (2, 2, 0): |R|/a = 2.8284, members = 12, A(k*) = 12.0000
p-d separation = 3.20 eV
p-d pi hopping t = 1.20 eV
simple model, six electrons per cell, both spins:
f(k*) = -17.3066 eV
dense-mesh average f_0 = -17.0205 eV
f(Gamma) = -9.6000 eV
error at k* = -0.2861 eV
error at k* relative to |f_0| = 1.68 percent
error at Gamma = 7.4205 eV
coefficient f_(1, 0, 0) = 1.03847 eV
coefficient f_(1, 1, 0) = 0.04935 eV
coefficient f_(1, 1, 1) = 0.00000 eV
coefficient f_(2, 0, 0) = 0.05166 eV
coefficient f_(2, 2, 0) = 0.00177 eV
(200) contribution -6 f_200 = -0.3099 eV
(220) contribution +12 f_220 = 0.0213 eV
error left after both stars = 0.0025 eV
full p-d model, 18 electrons per cell:
p-d sigma hopping = -2.20 eV
p-p sigma, pi hopping = 0.40, -0.10 eV
band gap = 2.200 eV
error at k* = -0.9507 eV
error at Gamma = 16.9647 eV
coefficient f_111 = -0.00245 eV
coefficient f_200 = 0.17748 eV
(200) contribution = -1.0649 eV
spin-orbit constant = 0.020 eV
spin-orbit change of error at k* = -9.42e-06 eV
temperature of use:
temperatures compared = 300, 400 K
linear expansion coefficient = 1.0e-05 1/K
hopping t at upper temperature = 1.1952 eV
change of simple-model average = 0.0454 eV
change of error at k* = 0.00236 eV
k_B T at upper temperature = 0.03447 eV
excitation factor exp(-gap/2kT) = 1.38e-14
done: every assertion held
```
